# Anisotropy of a Spin-One Adatom from Zero-Field Inelastic Steps

## Problem

A magnetic adatom with spin \(S=1\) sits on a thin insulating layer over a metal and is studied with the tip of a scanning tunnelling microscope. At zero magnetic field and \(T=1\) K, the differential conductance \(dI/dV\) steps upward when the electron energy \(e|V|\) passes 1 meV and again when it passes 5 meV. The adatom is known to have an easy axis, called \(z\). The tip and the metal are not magnetic.

(a) Show that the zero-field Hamiltonian of the isolated spin can be written, apart from a constant, as
\[
H=D S_z^2+E\,(S_x^2-S_y^2),
\]
with dimensionless spin operators and \(D,E\) in meV. Find its states and energies.

(b) Show which transitions electrons can excite. Find \(|D|\) and \(|E|\), and decide whether the answer is unique.

(c) A third transition exists. Where is it, and why is it not among the steps? How cold must the experiment be to resolve the first step?

(d) Can this adatom hold one bit in the direction of its moment at zero field? What does a field of 5 T along \(z\) change, with \(g=2\)?

(e) Estimate how exchange with the metal's electrons broadens and shifts the levels. Use a dimensionless coupling \(J\rho=0.1\) and a band of half-width \(W=1\) eV.

## Solution

### (a) Hamiltonian, states and energies

Let \(|m\rangle\) be the eigenstates of \(S_z\), and define
\[
|x\rangle=\frac{|{-1}\rangle-|{+1}\rangle}{\sqrt2},\quad
|y\rangle=\frac{i(|{-1}\rangle+|{+1}\rangle)}{\sqrt2},\quad
|z\rangle=|0\rangle .
\]
Acting with \(S_z\) gives \(S_z|x\rangle=-(|{-1}\rangle+|{+1}\rangle)/\sqrt2=i|y\rangle\). Since \(S_x|{\pm1}\rangle=|0\rangle/\sqrt2\), we also have \(S_x|x\rangle=0\) and \(S_x|y\rangle=i|z\rangle\). The other cases follow in the same way and are summed up by
\[
S_a|b\rangle=i\sum_c\varepsilon_{abc}|c\rangle ,\qquad(1)
\]
where \(\varepsilon_{abc}\) is the antisymmetric symbol. In particular, \(S_a|a\rangle=0\).

By (1), all three spin matrices are purely imaginary in this basis. Complex conjugation therefore reverses every spin component, which is what time reversal does. Without a magnetic field \(H\) is unchanged by time reversal, so its matrix is real. Being Hermitian, it is also symmetric.

A real symmetric \(3\times3\) matrix can be made diagonal by rotating the axes. Relation (1) keeps its form under a rotation, because the three states transform like the components of a vector. In the rotated axes,
\[
H=e_x|x\rangle\langle x|+e_y|y\rangle\langle y|+e_z|z\rangle\langle z| .
\]
Relation (1) also gives \(S_a^2|b\rangle=|b\rangle\) for \(b\ne a\), hence \(|a\rangle\langle a|=1-S_a^2\). Set the zero of energy at \(e_z=0\). Then
\[
H=e_x+e_y-e_xS_x^2-e_yS_y^2 .
\]
From \(S_x^2+S_y^2=2-S_z^2\) we have
\[
S_{x}^2=\tfrac12\left[2-S_z^2+(S_x^2-S_y^2)\right],\quad
S_{y}^2=\tfrac12\left[2-S_z^2-(S_x^2-S_y^2)\right].
\]
On substitution the constants cancel, leaving
\[
H=\frac{e_x+e_y}{2}S_z^2+\frac{e_y-e_x}{2}(S_x^2-S_y^2).
\]
This is the required form, with \(D=(e_x+e_y)/2\) and \(E=(e_y-e_x)/2\). An isolated spin one has no further zero-field anisotropy parameter. Solving for the energies,
\[
e_x=D-E,\qquad e_y=D+E,\qquad e_z=0 .\qquad(2)
\]
The easy axis is the direction along which a fully polarized spin has the lowest energy. That energy is \(D\) along \(z\), \((D+E)/2\) along \(x\) and \((D-E)/2\) along \(y\). An easy axis along \(z\) therefore means \(D<0\) and \(|E|<|D|\): both states built from \(m=\pm1\) then lie below \(|0\rangle\). The rhombic term \(E\) splits those two states.

### (b) Selection rules and recovery of the parameters

A tunnelling electron with spin \(\mathbf s\) can excite the adatom through the exchange interaction \(\mathbf S\cdot\mathbf s\). For electrons without spin polarization, the trace over the electron spin is \(\mathrm{tr}(s_as_b)=\delta_{ab}/2\). The probability of the transition \(n\to f\) is therefore proportional to
\[
\sum_a|\langle f|S_a|n\rangle|^2 .
\]
By (1), for two different states exactly one component \(a\) contributes, with modulus one. The sum is 1 for every pair. Both transitions from the ground state are allowed, and with energy-independent densities of states their conductance steps are equally high to lowest order in the exchange. At the same order, scattering that does not involve the adatom's spin leaves its state unchanged, so it adds a background and no step. Higher orders can make the heights differ and add structure near the steps.

An electron can pay for a transition once \(e|V|\) exceeds the energy difference. At low temperature and weak current the adatom starts in its ground state, so the steps measure the two gaps \(\Delta_1<\Delta_2\) above that state.

Since \(z\) is the easy axis, \(D<0\) and \(|E|<|D|\). The levels in rising order are \(-|D|-|E|\), \(-|D|+|E|\) and 0. Subtracting the lowest gives
\[
\Delta_1=2|E|,\qquad \Delta_2=|D|+|E| ,
\]
and therefore
\[
|E|=\frac{\Delta_1}{2},\qquad |D|=\Delta_2-\frac{\Delta_1}{2}.\qquad(3)
\]
With the observed steps,
\[
|E|=\frac{1}{2}=0.5\ \text{meV},\qquad |D|=5-0.5=4.5\ \text{meV}.
\]
As frequencies these are 121 GHz and 1088 GHz. Putting them back into (2) gives levels at \(-5\), \(-4\) and 0 meV, whose gaps are 1 and 5 meV.

The answer is therefore unique in magnitude. Would it be enough to know only that \(D<0\)? Suppose \(|E|>|D|\), still with \(D<0\). The level at 0 is then the middle one, and the gaps are \(\Delta_1=|D|+|E|\) and \(\Delta_2=2|E|\). The data would require \(|E|=2.5\) meV and \(|D|=1-2.5=-1.5\) meV, which is impossible for a magnitude. If \(|E|=|D|\), the excited states coincide and there is one step. The magnitudes in (3) are thus the only ones compatible with \(D<0\).

That the sign of \(D\) suffices here depends on the data. The second solution has \(|D|=\Delta_1-\Delta_2/2\), which is positive when \(\Delta_2<2\Delta_1\). Steps at 3 and 5 meV, for example, would allow both \((|D|,|E|)=(3.5,1.5)\) and \((0.5,2.5)\) meV with negative \(D\), but in the second case \(z\) is not the easy axis. The condition for the sign of \(D\) alone to settle the answer, \(\Delta_2>2\Delta_1\), becomes \(|D|+|E|>4|E|\) in terms of (3), or \(|E|<|D|/3\). Here \(|E|/|D|=0.11\), well inside this range.

Some knowledge of the axis is still needed. If \(z\) could be any of the three principal axes, the state \(|z\rangle\) could be any of the three levels. Measuring energies from the ground state and taking \(D\) as the mean of the other two levels minus that of \(|z\rangle\), we find:

- \(|z\rangle\) highest: \(D=0.5-5=-4.5\) meV, \(|E|=0.5\) meV.
- \(|z\rangle\) in the middle: \(D=2.5-1=1.5\) meV, \(|E|=2.5\) meV.
- \(|z\rangle\) lowest: \(D=3-0=3\) meV, \(|E|=2\) meV.

These are one physical Hamiltonian with its axes renamed. The first naming is the one with negative \(D\).

The sign of \(E\) remains unknown, because exchanging \(x\) and \(y\) reverses it without moving a level. In the limit \(E\to0\) the first step moves to zero bias and the second to \(|D|\). If the step positions carry errors \(\delta_1\) and \(\delta_2\), equation (3) gives an error of \(\delta_1/2\) in \(|E|\) and at most \(\delta_2+\delta_1/2\) in \(|D|\).

### (c) The third transition and the temperature

The transition between the two excited states costs
\[
\Delta_2-\Delta_1=|D|-|E|=4\ \text{meV}.
\]
It is allowed, but it needs an adatom already in the first excited state. At 1 K, \(kT=0.0862\) meV, and the thermal population of that state is about \(e^{-1/0.0862}\approx9\times10^{-6}\). Heat does not make the line visible.

The current can also populate the state. Let substrate electrons scattering back into the substrate have strength 1, and electrons crossing between tip and substrate have strength \(r\ll1\) in each direction. Scattering from tip to tip is of order \(r^2\) and is dropped. In the cold limit each rate is proportional to the energy left over for the electrons. At \(eV=4\) meV excitation leaves \(eV-\Delta_1\). De-excitation releases \(\Delta_1\) in the substrate, or leaves \(eV+\Delta_1\) for a crossing electron. The opposite crossing is blocked, since \(\Delta_1<eV\). Balancing the two rates,
\[
\frac{p_1}{p_0}=\frac{r(eV-\Delta_1)}{\Delta_1+r(eV+\Delta_1)} .
\]
For an assumed \(r=0.01\) this is \(0.03/1.05=0.029\). To leading order in \(r\), the extra step at 4 meV has about 3% of the height of a ground-state step. All the steps grow as the tip approaches and \(r\) rises, but this one also grows relative to the other two, because the population \(p_1\) rises with \(r\). That distinguishes it from them.

Temperature also blurs each step. Let \(f(u)=1/(e^{u/kT}+1)\). An electron that starts at energy \(\epsilon\) and loses \(\Delta\) needs a filled initial state and an empty final one, so the rate contains
\[
R=\int f(\epsilon-eV)\,[1-f(\epsilon-\Delta)]\,d\epsilon .
\]
Put \(u=\epsilon-eV\), \(v=\epsilon-\Delta\) and \(x=(eV-\Delta)/kT\), so that \(u-v=-x\,kT\). Since \(1-f(v)=e^{v/kT}f(v)\) and \(f(v)-f(u)=f(u)f(v)(e^{u/kT}-e^{v/kT})\),
\[
f(u)[1-f(v)]=\frac{f(u)-f(v)}{1-e^{-x}} .
\]
The integral of \(f(u)-f(v)\) is the displacement of the two Fermi edges, \(eV-\Delta=x\,kT\). Hence
\[
R=kT\,\frac{x}{1-e^{-x}} .
\]
The second derivative of this function is a symmetric peak at \(x=0\), so \(d^2I/dV^2\) peaks at the gap itself. Solving numerically for the half-height points gives a full width of \(5.44\,kT\), or 0.47 meV at 1 K. The width reaches 1 meV, the position of the first step, at 2.1 K. The experiment should run clearly below that temperature if the first step is to be sharp compared with its distance from zero bias. This is a condition for sharpness, not a limit of detection: the steps at \(\pm1\) meV are 2 meV apart, and at 2.1 K the inelastic conductance at zero bias is still only about 5% of its value above the step.

### (d) Can the adatom store a bit?

A bit held in the moment's direction needs two long-lived states with opposite moments. By (1), \(\langle b|S_a|b\rangle=0\) for each Cartesian state, so the ground state has no moment along any axis.

Suppose the spin is nevertheless prepared in \(|{+1}\rangle\). The definitions in part (a) give
\[
|{+1}\rangle=-\frac{|x\rangle+i|y\rangle}{\sqrt2},\qquad
|{-1}\rangle=\frac{|x\rangle-i|y\rangle}{\sqrt2}.
\]
The energies of \(|x\rangle\) and \(|y\rangle\) differ by \(2|E|\). When their relative phase has changed by \(\pi\), the first combination has become the second. This happens when \(2|E|t/\hbar=\pi\), or
\[
t=\frac{h}{4|E|}=2.07\ \text{ps}.
\]
The moment reverses by quantum tunnelling within picoseconds. The 4.5 meV axial term does not protect it, because the rhombic term couples \(m=+1\) directly to \(m=-1\). At zero field this adatom is not a memory element.

A field \(B\) along \(z\) adds \(bS_z\), with \(b=g\mu_BB\). The operator \(S_x^2-S_y^2=(S_+^2+S_-^2)/2\) has matrix element 1 between \(|{-1}\rangle\) and \(|{+1}\rangle\). In this pair of states,
\[
H=D+\begin{pmatrix}b&E\\E&-b\end{pmatrix},\qquad
\epsilon_\pm=D\pm\sqrt{E^2+b^2}.
\]
The derivative of an energy with respect to \(b\) is the expectation value of \(S_z\), so in the ground state
\[
|\langle S_z\rangle|=\frac{b}{\sqrt{E^2+b^2}} .
\]
At 5 T, \(b=0.579\) meV and \(|\langle S_z\rangle|=0.579/\sqrt{0.250+0.335}=0.76\). For \(b\ll|E|\) the moment is small and proportional to the field. For \(b\gg|E|\) it approaches 1. This moment is held by the field and vanishes in the ground state when the field is removed, so it is not stored information.

### (e) Exchange with the substrate

Let the interaction be \(J\,\mathbf S\cdot\mathbf s\), where \(\mathbf s\) is the electron spin at the adatom and \(\rho\) the density of states per spin, constant from \(-W\) to \(W\) about the Fermi level. The adatom can exchange energy with the metal by creating an electron-hole pair. The number of pairs per unit energy at pair energy \(w\) is \(\rho^2w\) for \(w<W\), and \(\rho^2(2W-w)\) for \(W<w<2W\).

**Width.** For a downward transition releasing energy \(\Delta\), the golden rule, with the factor 1/2 from the electron spin and the transition strength 1, gives
\[
\Gamma=2\pi\cdot\tfrac12J^2\cdot\rho^2\Delta=\pi(J\rho)^2\Delta .
\]
The first excited state can release 1 meV, so \(\Gamma_1=0.031\) meV and its lifetime is \(\hbar/\Gamma_1=21\) ps. The second can release 5 or 4 meV, so \(\Gamma_2=\pi(0.01)(9)=0.28\) meV. At this order both widths are below the thermal width of 0.47 meV.

**Shift.** Second-order perturbation theory lowers each level by its virtual transitions:
\[
\delta E_n=-\tfrac12(J\rho)^2\sum_{f\ne n}I(E_f-E_n),
\]
\[
I(\Delta)=\mathrm P\!\!\int_0^W\!\frac{w\,dw}{w+\Delta}+\int_W^{2W}\!\frac{(2W-w)\,dw}{w+\Delta},
\]
where P denotes the principal value. The first integral is \(W-\Delta\ln|(W+\Delta)/\Delta|\). The second is \((2W+\Delta)\ln[(2W+\Delta)/(W+\Delta)]-W\). For \(|\Delta|\ll W\), keeping terms of first order in \(\Delta\) (with its logarithm),
\[
I(\Delta)\approx2W\ln2-L(\Delta),\quad
L(\Delta)=\Delta\left[\ln\frac{W}{2|\Delta|}+1\right].
\]
The constant is the same for all three levels and drops out of the gaps. With \(W=1000\) meV, \(L(1)=7.2\), \(L(4)=23.3\) and \(L(5)=28.0\) meV, and \(L(-\Delta)=-L(\Delta)\). Apart from the common constant, the shifts in meV are
\[
\delta E_0=0.005\,(7.2+28.0)=0.176,
\]
\[
\delta E_1=0.005\,(-7.2+23.3)=0.080,
\]
\[
\delta E_2=0.005\,(-28.0-23.3)=-0.257 .
\]
The first gap changes by \(-0.096\) meV and the second by \(-0.433\) meV. Through (3), \(|E|\) changes by \(-0.048\) meV and \(|D|\) by \(-0.385\) meV, each close to 9% or 10% of its recovered value.

The 4.5 and 0.5 meV read from the steps are therefore effective parameters that already include this reduction. For the assumed coupling and at this order, the adatom without exchange would have \(|D|\approx4.9\) meV and \(|E|\approx0.55\) meV.

These widths and shifts are rough estimates. In the next order each transition can also pass through the remaining spin level. This multiplies its coupling by about \(1+J\rho\ln(W/\varepsilon)\), where \(\varepsilon\) is a typical energy distance to that intermediate state, not the gap of the transition itself. For the 1 meV transition the intermediate state is the highest level, 4 to 5 meV away, and with \(J\rho=0.1\) the factor is about 1.5. For the two transitions out of the highest level it is 1.6 to 1.7. For antiferromagnetic coupling (\(J>0\)) the widths and shifts at this order are larger than given here, and the second width can exceed the thermal one. For ferromagnetic coupling (\(J<0\)) they are smaller. The growth for \(J>0\) comes from the same logarithm that produces the Kondo effect. For \(J\rho=0.1\) the Kondo scale, roughly \(We^{-1/J\rho}\approx0.05\) meV, lies far below the gaps, so the level spacings cut the logarithm off, and the ground state has no moment for the metal's electrons to screen. This margin is quickly lost: at \(J\rho=0.15\) the same estimate gives about 1.3 meV, above the first gap, and the perturbative treatment of this part no longer applies.

### Comparison with a real case

The parameters are of the order reported for spin-one cobalt hydride complexes on boron nitride over rhodium, where the axial term is several meV and the rhombic term is smaller. The numbers here are model values, not a calculation for that system. A real adatom is not isolated from the metal, and by the lowest-order estimate in part (e) the exchange coupling moves the parameters by about a tenth if \(J\rho\) is near 0.1, and by more once higher orders strengthen an antiferromagnetic coupling. That coupling is an assumed value and varies with the insulating layer and the binding site. The temperature matters too: near 4 K the thermal width would be about 1.9 meV, and the steps at \(\pm1\) meV would overlap into a rounded dip. In this model the inelastic conductance at zero bias is then about a third of its value above the step, and the peak of \(d^2I/dV^2\) moves out to about 1.1 meV. Vibrations of the complex can produce inelastic steps of their own. A magnetic field helps to identify the spin steps, since a field along \(z\) widens the first gap from \(2|E|\) to \(2\sqrt{E^2+b^2}\). The same field weakens the first step by the factor \(E^2/(E^2+b^2)\), to about 43% of its zero-field height at 5 T, so the shift of the step has to be weighed against its loss of height.
